# Zero-field splitting of a triplet from two point spins

## Problem

A defect in a semiconductor holds two unpaired electrons in a triplet state. Model them as point spins at two fixed sites a distance $r=0.30$ nm apart, with the same isotropic $g$ factor, coupled by their magnetic dipole interaction.

(a) Find the axial zero-field parameter $D$, with its sign, in
$$H=D\left[S_z^2-\tfrac13S(S+1)\right].$$

(b) Find the three levels, and the magnetic field along the axis at which two of them cross.

(c) Estimate how $D$ changes when the electrons occupy orbitals of finite size.

(d) The negatively charged nitrogen-vacancy (NV) centre in diamond has $D/h$ of roughly $+2.9$ GHz. Its two unpaired electrons are shared mainly by three equivalent carbon atoms. What does the point-spin model give for such a triangle?

Spin operators are dimensionless, $h$ is Planck's constant, and $z$ is the symmetry axis of the arrangement: the line joining the sites in (a) to (c), the normal to the triangle in (d).

## Solution

### (a) The parameter D

A moment $\mathbf m_2$ at the origin has the vector potential $\mathbf A=(\mu_0/4\pi)\,\mathbf m_2\times\mathbf r/r^3$. Away from the origin $\nabla\cdot(\mathbf r/r^3)=0$, so the curl leaves
$$\mathbf B=-\frac{\mu_0}{4\pi}(\mathbf m_2\cdot\nabla)\frac{\mathbf r}{r^3}
=\frac{\mu_0}{4\pi}\,\frac{3\mathbf n(\mathbf m_2\cdot\mathbf n)-\mathbf m_2}{r^3},\qquad \mathbf n=\frac{\mathbf r}{r}.$$

The energy of the other moment is $-\mathbf m_1\cdot\mathbf B$. For electrons $\mathbf m_i=-g\mu_B\mathbf s_i$, with $\mu_B$ the Bohr magneton, and the two minus signs cancel in the product:
$$H=\frac{K}{r^3}\left[\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)\right],\qquad K=\frac{\mu_0}{4\pi}g^2\mu_B^2 .$$

Take $z$ along $\mathbf n$ and let $\mathbf S=\mathbf s_1+\mathbf s_2$. For spin one half, $\mathbf s_i^2=3/4$ and $s_{iz}^2=1/4$. Squaring $\mathbf S$ and $S_z$ gives
$$\mathbf s_1\cdot\mathbf s_2=\tfrac12\mathbf S^2-\tfrac34,\qquad s_{1z}s_{2z}=\tfrac12S_z^2-\tfrac14 .$$

In $H$ the constants $-3/4$ and $+3/4$ cancel:
$$H=\frac{K}{2r^3}\left(\mathbf S^2-3S_z^2\right)=-\frac{3K}{2r^3}\left(S_z^2-\tfrac13\mathbf S^2\right).$$

Since $\mathbf S^2=S(S+1)$, comparison with the definition gives
$$D=-\frac{3K}{2r^3}.$$

With $g=2.00232$ and the SI constants, $K/h=0.05204$ GHz nm³. Then $K/(hr^3)=0.05204/0.027=1.927$ GHz, and
$$D/h=-1.5\times1.927\ \text{GHz}=-2.89\ \text{GHz},$$
or $-12.0$ µeV.

An isotropic exchange term $J\,\mathbf s_1\cdot\mathbf s_2$ does not alter this. It equals $J/4$ in all three triplet states and $-3J/4$ in the singlet, so it separates the two multiplets without splitting the triplet.

### (b) Levels and crossing field

For $S=1$, $S(S+1)/3=2/3$. Hence
$$E_{\pm1}=\tfrac13D=-0.964\ \text{GHz},\qquad E_0=-\tfrac23D=+1.927\ \text{GHz},$$
in frequency units. The $m=\pm1$ pair lies lower because parallel moments placed head to tail attract.

The $m=0$ level needs more than a picture of two opposed arrows. With $s_\pm=s_x\pm is_y$,
$$\mathbf s_1\cdot\mathbf s_2-3s_{1z}s_{2z}=-2s_{1z}s_{2z}+\tfrac12(s_{1+}s_{2-}+s_{1-}s_{2+}).$$

In the state $(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2$ the first term gives $+1/2$. The second exchanges the two arrows and gives another $+1/2$. In $\uparrow\uparrow$ the result is $-1/2$. The difference $E_{\pm1}-E_0$ is therefore $-\tfrac32K/r^3$. Without the exchange of arrows it would be $-K/r^3$, or $-1.93$ GHz, two thirds of the full value.

A field $B$ along $z$ adds $g\mu_BBS_z$. The $m=+1$ level rises and meets $m=0$ when
$$\tfrac13D+g\mu_BB=-\tfrac23D,\qquad B=\frac{|D|}{g\mu_B}=\frac{2.891}{28.025}\ \text{T}=0.103\ \text{T}.$$
Here $g\mu_B/h=28.025$ GHz/T. For positive $D$ of the same size, $m=-1$ would meet $m=0$ at the same field, so the crossing field alone does not reveal the sign.

### (c) Electrons of finite size

The distance enters as $r^{-3}$. At 0.29 nm the formula gives $-3.20$ GHz, and at 0.31 nm it gives $-2.62$ GHz. An uncertainty of 0.01 nm therefore changes $D$ by about 10%. Two effects of finite orbitals are estimated here: spreading of the charge and displacement of its centre.

**Spreading.** Put equal orbitals $e^{-\alpha|\mathbf r\mp\mathbf R/2|^2}$ at two centres separated by $\mathbf R$ along $z$. A triplet requires an antisymmetric spatial state. With $\mathbf u=\mathbf r_1-\mathbf r_2$ and $\mathbf c=(\mathbf r_1+\mathbf r_2)/2$,
$$|\mathbf r_1-\mathbf R/2|^2+|\mathbf r_2+\mathbf R/2|^2=2c^2+\tfrac12|\mathbf u-\mathbf R|^2 .$$

The common factor $e^{-2\alpha c^2}$ separates off, leaving the distribution of $\mathbf u$:
$$P(\mathbf u)\propto e^{-\alpha|\mathbf u-\mathbf R|^2}+e^{-\alpha|\mathbf u+\mathbf R|^2}-2e^{-\alpha(u^2+R^2)} .$$

It vanishes at $\mathbf u=0$, so the contact part of the magnetic interaction contributes nothing. Let $\theta$ be the angle between $\mathbf u$ and $z$. Averaging around $z$ replaces $(\mathbf S\cdot\mathbf n)^2$ by $\cos^2\theta\,S_z^2+\tfrac12\sin^2\theta(\mathbf S^2-S_z^2)$, hence
$$\mathbf S^2-3(\mathbf S\cdot\mathbf n)^2\ \to\ P_2\,(\mathbf S^2-3S_z^2),\qquad P_2=\tfrac12(3\cos^2\theta-1).$$

Thus $1/r^3$ in $D$ becomes the average of $P_2/u^3$. The third term of $P$ is spherical and averages to zero over angle, but it still enters the normalization. The first two terms contribute equally.

For one normalized Gaussian centred at $\mathbf R$, the average of $1/u$ is $V=\operatorname{erf}(\sqrt\alpha R)/R$, the potential of a Gaussian charge. Indeed $\nabla^2V=(RV)''/R=-4\pi(\alpha/\pi)^{3/2}e^{-\alpha R^2}$, as Poisson's equation requires. The traceless part of $\partial_z^2(1/u)$ is $2P_2/u^3$, while that of $\partial_z^2V$ is $\tfrac23(V''-V'/R)$. Therefore
$$\left\langle\frac{P_2}{u^3}\right\rangle=\frac13\left(V''-\frac{V'}{R}\right).$$

Write $x=\sqrt\alpha R$ and $q=2\sqrt{\alpha/\pi}\,e^{-x^2}$. Differentiation gives
$$V'=-\frac{\operatorname{erf}x}{R^2}+\frac qR,\qquad V''=\frac{2\operatorname{erf}x}{R^3}-\frac{2q}{R^2}-2\alpha q .$$

Insert these and divide by the normalization, which is proportional to $1-e^{-x^2}$:
$$\frac{D}{D_{\rm point}}=\frac{\operatorname{erf}x-\dfrac{2x}{\sqrt\pi}e^{-x^2}\left(1+\tfrac23x^2\right)}{1-e^{-x^2}} .$$

For $x\gg1$ the ratio tends to 1: separated spherical clouds act as points. For $x\ll1$ it tends to $8x^3/(15\sqrt\pi)$. This cancels the divergence of $R^{-3}$ and leaves the finite value $D=-4K\alpha^{3/2}/(5\sqrt\pi)$.

The density of one orbital has root-mean-square (rms) radius $\sqrt{3/(4\alpha)}$. At $R=0.30$ nm, an rms radius of 0.079 nm gives a ratio of 0.999, while 0.15 nm gives 0.73. The smaller radius is that of the carbon hybrid treated next.

**Displacement.** A dangling bond is lopsided. Model it as the hybrid $\tfrac12s+\tfrac{\sqrt3}{2}p$, with both parts having the Slater radial function $\rho e^{-\zeta\rho}$. Here $\rho$ is the distance from the nucleus in bohr, and Slater's rule for carbon gives $\zeta=1.625$ per bohr. With $c$ now the cosine of the angle from the lobe axis, the angular density is proportional to $(\tfrac12+\tfrac32c)^2$, so
$$\langle c\rangle=\tfrac12\int_{-1}^{1}c\left(\tfrac14+\tfrac32c+\tfrac94c^2\right)dc=\tfrac12 .$$

The radial averages are $\langle\rho\rangle=5/(2\zeta)$ and $\langle\rho^2\rangle=15/(2\zeta^2)$. The charge centre is thus displaced by $5/(4\zeta)=0.769$ bohr, or 0.0407 nm. The rms radius about that centre is $\sqrt{15/(2\zeta^2)-25/(16\zeta^2)}$ bohr, or 0.0794 nm.

Let the two atoms be neighbours of a vacancy, at corners of a regular tetrahedron, with lobes pointing to its centre. Corners $(1,1,1)$ and $(1,-1,-1)$ show that the cosine between a lobe and the line to the other atom is $2/\sqrt6=0.8165$. If 0.30 nm is the distance between nuclei, the charge centres are separated by
$$0.30-2(0.0407)(0.8165)=0.2335\ \text{nm}.$$

Point spins there give $-6.13$ GHz. Replacing each hybrid by a spherical Gaussian of the same rms radius multiplies this by 0.978, giving about $-6.0$ GHz, 2.1 times the value in (a). The spherical replacement is itself approximate: averaging over the antisymmetrized Slater hybrids gives $-6.14$ GHz. Because the tilted lobes are not symmetric about the line joining the atoms, that average also gives a small term $E(S_x^2-S_y^2)$ with $|E|/h\approx0.01$ GHz. The $r$ of the point model must therefore be read as an effective distance between electrons, not between nuclei.

### (d) Three equivalent sites

The two orbitals of the degenerate $e$ pair can be written as real, orthonormal site vectors $\mathbf a$ and $\mathbf b$, both orthogonal to $(1,1,1)$. The triplet amplitude for electron 1 on site $i$ and electron 2 on site $j$ is $(a_ib_j-b_ia_j)/\sqrt2$. Its independent components are those of $\mathbf a\times\mathbf b/\sqrt2$, and $\mathbf a\times\mathbf b=\pm(1,1,1)/\sqrt3$. Each ordered pair of different sites has probability $1/6$, so each edge has probability $1/3$.

An edge along $\mathbf n$ contributes $D_{\rm pair}[(\mathbf S\cdot\mathbf n)^2-\tfrac13\mathbf S^2]$. With $z$ normal to the triangle, the average of $(\mathbf S\cdot\mathbf n)^2$ over the three edges is $\tfrac12(S_x^2+S_y^2)=\tfrac12(\mathbf S^2-S_z^2)$. Hence
$$H=D_{\rm pair}\left(\tfrac16\mathbf S^2-\tfrac12S_z^2\right)
=-\tfrac12D_{\rm pair}\left(S_z^2-\tfrac13\mathbf S^2\right).$$

The triangle has $D=-D_{\rm pair}/2$, which is positive: moments along $z$ now lie side by side, where parallel alignment costs energy.

| Model | Distance (nm) | $D/h$ (GHz) |
|---|---:|---:|
| Two point spins | 0.30 | −2.89 |
| Two spherical Gaussians at lobe centres | 0.2335 | −6.0 |
| Triangle of point spins | 0.30 | +1.45 |
| Triangle of point spins | 0.25 | +2.50 |
| Triangle, points at lobe centres | 0.1835 | +6.3 |

### Comparison with the NV centre

The two-spin value nearly matches the NV centre in size but has the wrong sign. The triangle has the right sign. Its 0.25 nm edge is a rough distance between carbon neighbours of an unrelaxed vacancy in diamond, and its $+2.5$ GHz is of the right size. That agreement is fragile: moving the points to the lobe centres shortens the edge to 0.1835 nm and raises $D/h$ to $+6.3$ GHz. The last figure omits spreading and overlap, which for these hybrids lower it to about $+5.5$ GHz, and all the triangle values omit atomic relaxation and spin density elsewhere. A quantitative value needs the two-electron spin density of the relaxed defect.

Spin-orbit coupling can also contribute to $D$. A matrix element $\lambda$ to a state higher by $\Delta\gg\lambda$ lowers a level by $\lambda^2/\Delta$ in second order. For a chosen gap of 2 eV, or $4.84\times10^5$ GHz, couplings of 10 and 100 GHz give shifts of 0.0002 and 0.02 GHz. For these parameters the uncertainty in electron positions matters far more.

Temperature affects the populations. For the pair in (a), $|D|/k_B=0.139$ K, with $k_B$ Boltzmann's constant. At 300 K, $|D|/(k_BT)=4.6\times10^{-4}$, so in thermal equilibrium the population of one $m=\pm1$ state differs from that of $m=0$ by about 0.05% of its value, or 0.015% of all the spins. The zero-field resonance lies at $|D|/h$ for either sign of $D$; its position gives the size of the parameter, and the sign needs further information, such as which level is more populated in equilibrium.

All numerical values are calculated from the stated model.
